\section*{How Oxygen Slows Electroless Plating and Raises Reductant Consumption}

\section{The mixed potential and the closed form}

Suppose that an electroless bath deposits metal at a known rate, and that dissolved oxygen then begins to draw a known current from the same surface. Two simple corrections suggest themselves. If the reductant goes on releasing electrons at its old rate, the whole oxygen current must be subtracted from the plating current. If plating goes on at its old rate, the reductant must supply the whole oxygen current in addition. The first correction gives a negative plating current as soon as oxygen takes more than the original plating current. The second predicts no loss of plating at all. Each holds one partial current fixed, although both depend on the potential of the surface, and that potential is free to move. The result below finds the new potential and divides the oxygen current between the two reactions.

\subsection{Currents, signs and assumptions}

Three reactions take place on one metal surface. Metal ions are reduced and form the deposit. A reductant is oxidized and supplies electrons. Dissolved oxygen is reduced and takes electrons. Their current densities are $i_M$, $i_R$ and $i_L$. All three are positive magnitudes, so the direction of electron flow is carried by the signs in the equations and not by the symbols.

The electrode potential $E$ is measured against a fixed reference. A more positive potential makes it harder to pass electrons from the metal to the solution, and easier to pass them the other way. It therefore slows reduction and speeds oxidation. The Tafel law expresses this when the activation energy of a reaction changes linearly with potential and the reverse reaction is negligible:
\begin{align}
i_M(E)&=i_{0M}\exp\left(-\frac{E-E_M}{b}\right),\label{metal}\\
i_R(E)&=i_{0R}\exp\left(\frac{E-E_R}{b}\right).\label{reductant}
\end{align}
Here $E_M$ and $E_R$ are the equilibrium potentials of the metal and reductant reactions, and $i_{0M}$ and $i_{0R}$ are their exchange current densities. The Tafel coefficient $b>0$ belongs to the natural logarithm: a change of potential by $b$ changes a current by the factor $e$. If a fraction $\alpha$ of the electrical energy per mole of electrons enters the activation energy, then $b=RT/(\alpha F)$, with gas constant $R$, temperature $T$ and Faraday constant $F$. The slope per decade of current is $b\ln 10$.

The assumptions are these.
\begin{enumerate}
\item The surface is electrically isolated: no wire carries current to or from it.
\item The partial reactions are independent. The presence of oxygen changes the other two currents through $E$ alone.
\item Both Tafel laws have the same $b$. The potential lies well above $E_R$ and well below $E_M$, so that both reverse reactions are negligible.
\item Metal ions, reductant and any other dissolved species that affect their two rates, such as hydroxide, have their bulk concentrations at the surface.
\item Oxygen is consumed as fast as diffusion supplies it, so $i_L$ does not depend on $E$.
\item Temperature and bulk composition, apart from oxygen, are held fixed when states with and without oxygen are compared.
\end{enumerate}
The third assumption requires $E_R<E_M$. This is also the thermodynamic condition for the reductant to be able to reduce the metal ion.

\subsection{The balance of electrons}

In a steady state the metal gains electrons as fast as it loses them. Oxidation of the reductant is the gain; the two reductions are the losses. With no external current,
\begin{equation}
i_R(E)=i_M(E)+i_L.\label{balance}
\end{equation}
The potential that satisfies this equation is the mixed potential. It is not an equilibrium potential, because the reactions proceed at finite net rates.

\paragraph{Lemma 1.} For every $i_L\geq0$, equation \eqref{balance} has one and only one solution $E$, and this solution is stable against small and large displacements of the potential.

\paragraph{Proof.} Define the difference between the electron losses and the gain,
\begin{equation}
g(E)=i_M(E)+i_L-i_R(E).
\end{equation}
Differentiation of \eqref{metal} and \eqref{reductant} gives $di_M/dE=-i_M/b$ and $di_R/dE=i_R/b$. Since $i_L$ is constant,
\begin{equation}
\frac{dg}{dE}=-\frac{i_M+i_R}{b}<0.
\end{equation}
Thus $g$ falls steadily. For $E\to-\infty$ the metal current grows without bound and the reductant current vanishes, so $g\to+\infty$. For $E\to+\infty$ the roles are exchanged and $g\to-\infty$. A continuous, strictly falling function with these limits crosses zero once.

For stability, let the surface have a constant double-layer capacitance $C>0$ per area. A net loss of electrons makes the metal more positive, so
\begin{equation}
C\frac{dE}{dt}=g(E).
\end{equation}
Above the mixed potential $g<0$ and $E$ falls; below it $g>0$ and $E$ rises. Both motions lead back to the solution. This completes the proof.

The limits of infinite potential belong to the mathematical laws. Physically, the solution has a meaning if it lies in the range named in the third assumption, and this has to be examined for each set of numbers.

\subsection{The bath without oxygen}

\paragraph{Lemma 2.} Without oxygen the partial currents share the value
\begin{equation}
i_p=\sqrt{i_{0M}i_{0R}}\,\exp\left(\frac{E_M-E_R}{2b}\right),\label{ip}
\end{equation}
and the mixed potential is
\begin{equation}
E_p=\frac{E_M+E_R}{2}+\frac b2\ln\frac{i_{0M}}{i_{0R}}.\label{ep}
\end{equation}

\paragraph{Proof.} Set $i_L=0$ in \eqref{balance}. The two Tafel currents are then equal at $E=E_p$:
\begin{equation}
i_{0M}\exp\left(-\frac{E_p-E_M}{b}\right)
=i_{0R}\exp\left(\frac{E_p-E_R}{b}\right).
\end{equation}
Division by $i_{0R}$ and by the exponential on the left, followed by a logarithm, gives
\begin{equation}
\ln\frac{i_{0M}}{i_{0R}}
=\frac{E_p-E_R}{b}+\frac{E_p-E_M}{b}
=\frac{2E_p-E_M-E_R}{b}.
\end{equation}
Solving for $E_p$ yields \eqref{ep}. For the current, multiply \eqref{metal} by \eqref{reductant}. The exponents add to
\begin{equation}
-\frac{E-E_M}{b}+\frac{E-E_R}{b}=\frac{E_M-E_R}{b},
\end{equation}
from which $E$ has disappeared. At $E_p$ the product of the two equal currents is $i_p^2$, hence
\begin{equation}
i_p^2=i_{0M}i_{0R}\exp\left(\frac{E_M-E_R}{b}\right).
\end{equation}
The positive square root is \eqref{ip}. This completes the proof.

The proof contains more than the lemma states. The product of the two Tafel currents has the same value at every potential, including the potential that the surface takes up when oxygen is present:
\begin{equation}
i_Mi_R=i_p^2.\label{product}
\end{equation}
A rise in potential divides the metal current by some factor and multiplies the reductant current by the same factor. The equality of the Tafel coefficients is what makes the two factors equal.

\subsection{The theorem}

\paragraph{Theorem.} Under the six assumptions,
\begin{align}
i_M&=\sqrt{i_p^2+\frac{i_L^2}{4}}-\frac{i_L}{2},\label{mresult}\\
i_R&=\sqrt{i_p^2+\frac{i_L^2}{4}}+\frac{i_L}{2}.\label{rresult}
\end{align}
For every $i_L>0$ these currents satisfy $i_M<i_p<i_R$. As $i_L$ increases, plating becomes steadily slower and reductant consumption steadily faster.

\paragraph{Proof.} Insert $i_R=i_M+i_L$ from \eqref{balance} into \eqref{product}:
\begin{equation}
i_M(i_M+i_L)=i_p^2,
\qquad
i_M^2+i_Li_M-i_p^2=0.
\end{equation}
To complete the square, add $i_p^2+i_L^2/4$ to both sides of the second equation:
\begin{equation}
\left(i_M+\frac{i_L}{2}\right)^2=i_p^2+\frac{i_L^2}{4}.
\end{equation}
Since $i_M$ and $i_L$ are not negative, the bracket equals the positive root. Subtracting $i_L/2$ gives \eqref{mresult}, and adding $i_L$ to that result gives \eqref{rresult}.

For the direction of change, differentiate the balance and the product with respect to $i_L$ at fixed $i_p$:
\begin{align}
\frac{di_R}{di_L}&=\frac{di_M}{di_L}+1,\\
i_R\frac{di_M}{di_L}+i_M\frac{di_R}{di_L}&=0.
\end{align}
Substitution of the first line into the second gives $(i_R+i_M)\,di_M/di_L+i_M=0$. Therefore
\begin{equation}
\frac{di_M}{di_L}=-\frac{i_M}{i_M+i_R}<0,
\qquad
\frac{di_R}{di_L}=\frac{i_R}{i_M+i_R}>0.\label{response}
\end{equation}
Both currents start from $i_p$ at $i_L=0$, so the inequalities follow. This completes the proof.

\subsection{The shift of potential}

The mechanism is seen most directly in the variable $u=(E-E_p)/b$. Since both Tafel currents equal $i_p$ at $u=0$,
\begin{equation}
i_M=i_pe^{-u},\qquad i_R=i_pe^u.\label{ucurrents}
\end{equation}
The balance becomes $i_p(e^u-e^{-u})=i_L$. The bracket is $2\sinh u$, so
\begin{equation}
E-E_p=b\,u=b\,\mathrm{arsinh}\left(\frac{i_L}{2i_p}\right).\label{shift}
\end{equation}
Oxygen takes electrons from the metal and leaves it more positive. The more positive surface reduces metal ions more slowly and oxidizes reductant faster, until the electron balance is restored.

\subsection{How the oxygen current is divided}

The plating loss is $i_p-i_M=i_p(1-e^{-u})$. With $q=e^{-u}$, the oxygen current is
\begin{equation}
i_L=i_p\left(\frac1q-q\right)=i_p\frac{(1-q)(1+q)}{q}.
\end{equation}
The fraction of the oxygen current that is taken from plating is therefore
\begin{equation}
\frac{i_p-i_M}{i_L}=\frac{q}{1+q}=\frac{1}{1+e^u}<\frac12.\label{share}
\end{equation}
The balance requires the other part, $e^u/(1+e^u)$, to come from faster oxidation of the reductant. The division is nearly equal for weak oxygen supply and moves towards the reductant as the supply grows. The reason is that the slope of each current with potential is proportional to the current itself, and the metal current has become the smaller one.

For $i_L\ll i_p$, the expansion of the square root gives
\begin{equation}
i_M\simeq i_p-\frac{i_L}{2}+\frac{i_L^2}{8i_p}.\label{weak}
\end{equation}
For $i_L\gg i_p$, it is safer to use $i_M=i_p^2/i_R$, which avoids the difference of two large numbers. Since $i_R$ then approaches $i_L$,
\begin{equation}
i_M\simeq\frac{i_p^2}{i_L}.\label{strong}
\end{equation}
Plating falls to half its original rate when $i_M=i_p/2$. The product rule then gives $i_R=2i_p$, and the balance gives $i_L=3i_p/2$. This model contains no oxygen current at which plating stops. That statement loses its force when the potential comes near $E_M$: the reverse metal reaction, which the model omits, cancels deposition at $E_M$ and leads to net dissolution above it. Other assumptions can fail earlier. The rising potential also slows oxygen reduction, which may cease to be limited by diffusion; \eqref{strong} then overestimates the loss. If the reductant current has an upper bound, an oxygen current above that bound can stop plating.

\section{Limits of the result and a copper bath}

The symbols carried over are the metal, reductant and oxygen currents $i_M$, $i_R$ and $i_L$, all positive; the oxygen-free plating current $i_p$ and potential $E_p$; and the common Tafel coefficient $b$. The results carried over are
\begin{equation}
i_R=i_M+i_L,\quad i_Mi_R=i_p^2,\quad
i_M=\sqrt{i_p^2+\frac{i_L^2}{4}}-\frac{i_L}{2}.
\end{equation}
The potential shift is $bu$ with $u=\mathrm{arsinh}[i_L/(2i_p)]$, and $i_R/i_M=e^{2u}$.

\subsection{What remains without equal Tafel coefficients}

\paragraph{Proposition.} Let $i_M(E)$ and $i_R(E)$ be differentiable, with $i_M'\leq0$, $i_R'\geq0$ and $i_R'-i_M'>0$, where a prime denotes $d/dE$. If they depend on oxygen through $E$ alone, then an increase of $i_L$ cannot raise $i_M$ and cannot lower $i_R$.

\paragraph{Proof.} Differentiate $i_R(E)-i_M(E)=i_L$ with respect to $i_L$. The chain rule gives $(i_R'-i_M')\,dE/di_L=1$, so
\begin{equation}
\frac{di_M}{di_L}=\frac{i_M'}{i_R'-i_M'}\leq0,\qquad
\frac{di_R}{di_L}=\frac{i_R'}{i_R'-i_M'}\geq0.\label{general}
\end{equation}
This completes the proof.

For Tafel laws with different coefficients $b_M$ and $b_R$, the slopes are $i_M'=-i_M/b_M$ and $i_R'=i_R/b_R$. Hence
\begin{equation}
\frac{di_M}{di_L}=-\frac{i_M/b_M}{i_M/b_M+i_R/b_R}.\label{unequal}
\end{equation}
The signs of the theorem remain strict, but the initial division is no longer equal. At $i_L=0$, where $i_M=i_R$, plating bears the fraction $b_R/(b_M+b_R)$ of a small oxygen current. The reaction with the smaller coefficient then responds more strongly to potential and bears the larger part. This rule holds for a small oxygen current. At a larger one the metal current has become the smaller of the two, and plating can bear less than half even if $b_M<b_R$. The product $i_Mi_R$ now varies with $E$, so the quadratic equation is lost.

The proposition also shows where the theorem fails. If diffusion of reductant fixes $i_R$, then $i_R'=0$ and $di_M/di_L=-1$: plating loses the entire oxygen current, and reductant consumption does not rise. If diffusion of metal ions fixes $i_M$, then $i_M'=0$: plating does not fall, and the reductant supplies the entire oxygen current. These are the two simple corrections described at the beginning. Each holds while diffusion keeps the same current fixed and oxygen remains limited by diffusion. In the first case a state with $i_M>0$ exists only for $i_L<i_R$; beyond that the Tafel laws have no steady state, and the reverse metal reaction and the finite rate of oxygen reduction decide the outcome. A strong oxygen supply can end the second case: the rising potential slows the metal reaction until diffusion no longer limits it.

\subsection{The oxygen current from diffusion}

Let oxygen have diffusivity $D$ and bulk concentration $c$, and let its concentration vanish at the surface. Four electrons reduce one molecule,
\begin{equation}
\mathrm{O_2+2H_2O+4e^-\to4OH^-}.
\end{equation}
Across a flat stagnant layer of thickness $\delta$ the steady gradient is $c/\delta$, and the current density is $4FDc/\delta$.

A hemispherical bump of radius $r$ on an insulating plane receives more. Let the bulk concentration be reached on a concentric hemisphere of radius $r+\delta$. If $J$ is the inward flux density at the bump, conservation of oxygen makes the flux density at radius $\rho$ equal to $Jr^2/\rho^2$. Thus $D\,dc/d\rho=Jr^2/\rho^2$, and integration from $r$ to $r+\delta$ gives
\begin{equation}
Dc=Jr^2\left(\frac1r-\frac1{r+\delta}\right)=J\frac{r\delta}{r+\delta}.
\end{equation}
Both geometries are therefore described by
\begin{equation}
i_L=\frac{4FDc}{\ell},\qquad
\ell_{\mathrm{flat}}=\delta,\qquad
\frac1{\ell_{\mathrm{bump}}}=\frac1r+\frac1\delta.\label{supply}
\end{equation}

Oxygen reduction also has a finite reaction rate. Let $i_k$ be the current that it would carry with the bulk concentration at the surface. If the actual surface concentration is $c_s$ and the rate is proportional to it, the oxygen current is $i_O=i_kc_s/c$. Diffusion gives $i_O=i_L(1-c_s/c)$. Replacing $c_s/c$ by $i_O/i_k$ and dividing by $i_Li_O$ gives
\begin{equation}
\frac1{i_O}=\frac1{i_L}+\frac1{i_k}.\label{series}
\end{equation}
The diffusion current $i_L$ can be used in the theorem if $i_k\gg i_L$ at the mixed potential. Otherwise the formulas for the partial currents hold with $i_O$ in place of $i_L$, but $i_O$ depends on the potential and must be found together with it.

\subsection{Parameters of the example}

The example is an alkaline copper bath with formaldehyde at $60\,^\circ$C. The values are rough model parameters. With $\alpha=0.5$, $b=RT/(0.5F)=57.4$ mV, or 132 mV per decade. Against the standard hydrogen electrode, $E_M=-0.25$ V and $E_R=-0.95$ V. The exchange currents are $i_{0M}=0.005$ and $i_{0R}=0.004$ mA/cm$^2$. Equation \eqref{ip} gives
\begin{equation}
i_p=\sqrt{0.005\times0.004}\,
\exp\left(\frac{0.70}{2\times0.05742}\right)
=1.985\ \mathrm{mA/cm^2},
\end{equation}
and \eqref{ep} gives $E_p=-0.594$ V. This lies about 0.34 V below $E_M$ and 0.36 V above $E_R$.

Each copper atom takes two electrons. With molar mass $M=63.546$ g/mol and density $d=8.96$ g/cm$^3$, the thickness grows at the rate $i_MM/(2Fd)$. The oxygen-free rate is 2.63 $\mu$m/h. The reductant reaction is taken as
\begin{equation}
\mathrm{HCHO+2OH^-\to HCOO^-+H_2O+\tfrac12H_2+e^-}.
\end{equation}
One formaldehyde molecule supplies one electron, so the number used per copper atom is
\begin{equation}
\frac{i_R/F}{i_M/(2F)}=\frac{2i_R}{i_M}=2e^{2u}.
\end{equation}
It equals 2 without oxygen and is larger whenever oxygen is reduced. Formaldehyde lost by other reactions in the solution is not counted.

For oxygen, $D=4\times10^{-5}$ cm$^2$/s and $c=0.15$ mmol/L. The diffusion layer is 50 $\mu$m thick.

\subsection{A flat panel and a small bump}

On the flat panel, \eqref{supply} gives $i_L=0.463$ mA/cm$^2$. The theorem gives
\begin{equation}
i_M=\sqrt{1.985^2+0.2316^2}-0.2316=1.77\ \mathrm{mA/cm^2}
\end{equation}
and $i_R=2.23$ mA/cm$^2$. The potential rises by 6.7 mV. Relative to the oxygen-free state, plating falls by 11\% and reductant consumption rises by 12\%. The growth rate is 2.34 $\mu$m/h, and 2.52 formaldehyde molecules are used per copper atom. Plating bears 47\% of the oxygen current, close to the weak-supply limit of one half.

Now take an electrically isolated bump with $r=5\ \mu$m and the same $\delta$. Its effective length is $\ell=(1/5+1/50)^{-1}=4.55\ \mu$m, and $i_L=5.09$ mA/cm$^2$. These digits depend on the concentric outer boundary: with the bulk concentration on a plane 50 $\mu$m above the insulating plane, $\ell=4.65\ \mu$m and $i_L=4.98$ mA/cm$^2$. Simple subtraction from $i_p$ would give a negative plating current. The theorem gives $i_M=0.68$ and $i_R=5.78$ mA/cm$^2$, with a potential rise of 61 mV. Plating falls by 66\%, to 0.90 $\mu$m/h, while reductant consumption per area becomes 2.9 times its oxygen-free value. About 17 formaldehyde molecules are used per copper atom. Plating bears 26\% of the oxygen current.

Plating is halved at $i_L=3i_p/2=2.98$ mA/cm$^2$. For the stated oxygen concentration and diffusivity, this corresponds to $\ell=7.8\ \mu$m if oxygen is limited by diffusion alone, and to $7.2\ \mu$m with the finite oxygen kinetics introduced below.

The isolation of the bump matters. If it is joined by a good conductor to a much larger flat panel, and potential differences in the solution are negligible, the panel sets the common potential. The Tafel law then gives the bump nearly the plating rate of the panel, and electrons from the panel supply nearly all of its extra oxygen current.

\subsection{Sizes of the neglected effects}

Finite supply is included by multiplying each Tafel current by the ratio of surface to bulk concentration. For copper this factor is $1-i_M/L_{\mathrm{Cu}}$, and for formaldehyde $1-i_R/L_{\mathrm{H}}$, where the $L$ are diffusion-limited currents; $L_{\mathrm{OH}}$, used below, counts one charge per hydroxide ion. Formaldehyde oxidation is also taken as proportional to hydroxide concentration. It uses two hydroxide ions per electron, while oxygen reduction makes one, so the factor is $1-(2i_R-i_O)/L_{\mathrm{OH}}$. With concentrations of 40, 80 and 30 mmol/L and diffusivities of 1.2, 3 and $9\times10^{-5}$ cm$^2$/s for copper, formaldehyde and hydroxide, the flat-panel limits are 18.5, 46.3 and 52.1 mA/cm$^2$. These values use the same 50 $\mu$m layer for every species; in a stirred bath the layer thickness depends on the diffusivity.

For oxygen kinetics, $i_k=i_{0O}\exp[-(E-E_O)/b]$ with $i_{0O}=10^{-6}$ mA/cm$^2$ and $E_O=0.45$ V. At the potentials found above, $i_k$ is 70 mA/cm$^2$ on the panel and 27 mA/cm$^2$ on the bump. The extended balances were solved for $E$ by Brent's root-finding method. The plating losses below, in per cent, are relative to the oxygen-free state of the same extended model.

\begin{center}
\begin{tabular}{lcc}
Model & Panel & Bump\\
\hline
Theorem & 11.0 & 65.6\\
Finite oxygen kinetics & 10.9 & 61.3\\
Kinetics and finite supplies & 11.8 & 61.6\\
Two electrons per oxygen & 5.7 & 45.3\\
$b_M=0.8b$, $b_R=1.25b$ & 13.6 & 79.6\\
$b_M=1.25b$, $b_R=0.8b$ & 8.5 & 51.1
\end{tabular}
\end{center}

In the last two rows, $i_p$ and $E_p$ are held fixed. The order of the losses follows from \eqref{unequal}: at given values of $i_M$ and $i_R$, a smaller $b_M$ and a larger $b_R$ both make $di_M/di_L$ more negative, so curves that start from the same $i_p$ keep this order, and so does the total part of the oxygen current that plating bears. The local slope at the final state need not keep it: on the bump it is $-0.103$ for $b_M=0.8b$, $b_R=1.25b$ and $-0.106$ for equal coefficients. In the two-electron row, reduction stops at peroxide and $i_L$ is halved; later reactions of peroxide are left out. Reductant consumption rises with oxygen in every row.

The effect of oxygen kinetics depends strongly on the chosen $i_{0O}$. For $i_{0O}=10^{-5}$, $10^{-7}$ and $10^{-8}$ mA/cm$^2$ the bump loses 65, 43 and 14\%, and the panel 11.0, 10.3 and 6.9\%. Kinetics also bound the loss on very small features. For $i_L\to\infty$, $i_O$ tends to $i_k=i_k(E_p)e^{-u}$, and the balance gives $e^{2u}=1+i_k(E_p)/i_p$. With $i_k(E_p)=78$ mA/cm$^2$, $i_M$ levels off at 0.31 mA/cm$^2$ and $E$ at $-0.487$ V, far below $E_M$.

Finite supplies change the panel's absolute rates more than its relative loss. With kinetics and supplies included, the oxygen-free current is 1.79 instead of 1.99 mA/cm$^2$, and the current with oxygen is 1.58 instead of 1.77 mA/cm$^2$.

The reverse reactions are much smaller. Take the rate-determining step to occur once per overall reaction as written. The ratio of reverse to forward rate is then $\exp[2F(E-E_M)/(RT)]$ for copper and $\exp[-F(E-E_R)/(RT)]$ for formaldehyde. With oxygen present, neither ratio exceeds $4\times10^{-6}$ on the panel or the bump. The value $E_R=-0.95$ V serves as a reference potential for the Tafel law. It lies near the equilibrium potential of the two-electron oxidation to formate; for the hydrogen-releasing reaction written above, the equilibrium potential is about $-1.1$ V or lower. The forward current depends only on the combination $i_{0R}\exp(-E_R/b)$, and a lower $E_R$ makes the reverse ratio smaller.

\subsection{Relation to real copper baths}

The exchange currents and equilibrium potentials were chosen to give growth by a few micrometres per hour and are not measured properties of a particular bath. The oxygen concentration stands for solution in contact with air; hydrogen bubbles or a different method of stirring can change both $c$ and $\delta$. Real baths need not have equal Tafel coefficients. The two variations of these coefficients in the table move the predicted loss between 8.5 and 13.6\% on the panel, and between 51 and 80\% on the bump. Real partial reactions can also influence one another through adsorbed species, which violates the assumption of independence. Additives can block part of the surface and so change the currents at a given potential. Oxidation of the copper surface can make the formaldehyde current fall as the potential rises; where $i_R'<0$, neither the theorem nor the proposition applies, and plating on a small feature can stop. The size of these effects has not been computed here. The percentages for the bump are thus estimates for an isolated feature in this model, and they do not predict the yield of a particular process.
